\section*{X-ray strain of a clamped implanted layer on (001) silicon}

\section{Problem}

Ion implantation below the dose that makes silicon amorphous leaves a crystalline surface layer full of point defects. The defects change the lattice parameter. Let $e$ be the relative change that the layer would show if it were cut free from the wafer, the same in all directions. This is the free strain, or eigenstrain, counted positive for expansion. The layer is not free: its lattice planes continue into a much thicker undamaged wafer, which holds its in-plane lattice spacing. X-ray diffraction from planes parallel to the surface gives
\begin{equation}
\varepsilon_\perp=\frac{d_L-d_S}{d_S},
\label{def}
\end{equation}
where $d_L$ and $d_S$ are the plane spacings in the layer and in the substrate.

(a) Show that on a (001) wafer $\varepsilon_\perp$ is about $1.77\,e$. Use the rough room-temperature elastic constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa.

(b) The damaged layer is modelled as a uniform slab of thickness $h=300$ nm on a wafer of thickness $H=725$ $\mu$m. In the 004 reflection, with wavelength $0.15406$ nm, its peak lies at a Bragg angle $0.080^\circ$ below that of the substrate. The lattice parameter of silicon is $0.54310$ nm. Find the free strain, the in-plane stress and the net relaxation volume of the defects.

\section{Estimate by scaling}

The free strain sets the scale, so $\varepsilon_\perp=fe$ with a number $f$ that depends on ratios of elastic constants. Two extremes bracket it for a material with a Poisson ratio $\nu$ between 0 and $1/2$. If compression in the plane caused no sideways expansion, the normal direction would show its own free expansion and $f=1$. If the material kept its volume under stress, the whole free volume change $3e$ would have to appear along the normal, and $f=3$.

For a value in between, note that the substrate compresses the layer by $e$ along each of two in-plane directions. Treat each compression as a separate uniaxial squeeze. Each then adds about $\nu e$ along the normal:
\begin{equation}
f_{\rm est}=1+2\nu .
\label{est}
\end{equation}
The Poisson ratio for a pull along a cube axis follows from the elastic constants. With the pull along $z$ and equal sideways strains $\varepsilon_x=\varepsilon_y$, zero sideways stress means
\begin{equation}
(C_{11}+C_{12})\varepsilon_x+C_{12}\varepsilon_z=0,
\qquad
\nu=-\frac{\varepsilon_x}{\varepsilon_z}=\frac{C_{12}}{C_{11}+C_{12}}=\frac{64}{230}=0.278 .
\label{nu}
\end{equation}
The estimate is therefore $f_{\rm est}=1.56$.

\section{Solution in linear elasticity}

\subsection{From defects to a free strain}

Let $n$ be the number of defects per volume and $V$ their mean relaxation volume, the volume change of a free crystal per defect at a fixed number of lattice sites. The relative volume change is the trace of the free strain, so for dilute defects
\begin{equation}
3e=nV .
\label{volume}
\end{equation}

The strain around individual defects is not uniform, but the average over many defects obeys a simple law. For a fixed set of defects in a linear elastic crystal, the mean stress is a linear function of the mean total strain. It vanishes when the mean strain equals the free strain. Hence
\begin{equation}
\sigma_{ij}=\sum_{kl}C_{ijkl}\,(\varepsilon_{kl}-e\,\delta_{kl}),
\label{hooke}
\end{equation}
where $C_{ijkl}$ are the average moduli of the damaged layer. They are taken to have cubic symmetry and, for the numbers, to equal those of undamaged silicon. The bracket is the elastic strain. The plane spacing in (\ref{def}) responds to the total strain $\varepsilon_{zz}$.

\subsection{Clamping and equilibrium}

Take $x,y,z$ along the cube axes, with $z$ normal to the surface. Coherence with a thick, flat wafer gives
\begin{equation}
\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_{xy}=0 .
\label{clamp}
\end{equation}
Away from the lateral edges nothing varies with $x$ or $y$. Force balance then reduces to $d\sigma_{iz}/dz=0$ for $i=x,y,z$. The surface carries no force, so $\sigma_{iz}=0$ there and, by the force balance, at every depth.

The shear components give $\sigma_{xz}=2C_{44}\varepsilon_{xz}=0$ and the same for $yz$, so there is no shear. In the normal component, the elastic strains are $-e$ along $x$ and $y$, and $\varepsilon_{zz}-e$ along $z$:
\begin{equation}
0=\sigma_{zz}=C_{11}(\varepsilon_{zz}-e)-2C_{12}e .
\end{equation}
Solving for the total strain,
\begin{equation}
\boxed{\;\varepsilon_\perp=\varepsilon_{zz}=\left(1+\frac{2C_{12}}{C_{11}}\right)e\;}
\label{main}
\end{equation}
and $1+2\times64/166=1.771$, which answers part (a). The substrate is unstrained at this order, so $\varepsilon_{zz}$ is the strain relative to the substrate.

The first term in the bracket is the free expansion. The second is the elastic response along the normal to the compression in the plane. Since $\sigma_{zz}=0$ holds at each depth, the same factor converts a graded $e(z)$ point by point.

\subsection{In-plane stress}

With the elastic strains $-e$, $-e$ and $2C_{12}e/C_{11}$,
\begin{align}
\sigma_{xx}&=-C_{11}e-C_{12}e+C_{12}\frac{2C_{12}}{C_{11}}e
=-\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{C_{11}}\,e\nonumber\\
&=-\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}\,e .
\label{stress}
\end{align}
The negative sign means compression for an expanding layer.

\section{Comparison with the estimate}

From (\ref{nu}), $1-\nu=C_{11}/(C_{11}+C_{12})$, hence $C_{12}/C_{11}=\nu/(1-\nu)$ and
\begin{equation}
f=1+\frac{2\nu}{1-\nu}=\frac{1+\nu}{1-\nu}
=1+2\nu+2\nu^2+2\nu^3+\cdots .
\label{series}
\end{equation}
The estimate (\ref{est}) keeps the terms up to first order in $\nu$. Its value of 1.56 is 12 percent below 1.77.

The missing terms come from the coupling of the two squeezes. A compression along $x$ makes the layer expand along $y$ as well as along $z$. The substrate forbids the expansion along $y$, so extra stress along $y$ is needed. That stress in turn acts on $x$, and so on. The stress in each direction is larger than for a separate squeeze by $1+\nu+\nu^2+\cdots=1/(1-\nu)$, and the expansion along the normal grows by the same factor.

Equation (\ref{series}) also returns both extremes of the estimate: $f=1$ at $\nu=0$ and $f=3$ at $\nu=1/2$. The second corresponds to $C_{12}\to C_{11}$, where the crystal no longer resists a change of shape at constant volume along the cube axes.

\section{Two further cases}

\subsection{Other wafer orientations}

For a surface normal $\mathbf n$, the layer is displaced by $\mathbf u=\mathbf b\,(\mathbf n\cdot\mathbf x)$, which depends on depth alone. If $\mathbf n$ is a [001], [110] or [111] direction, $\mathbf b$ is parallel to $\mathbf n$: a rotation by $180^\circ$ (for [111], $120^\circ$) about $\mathbf n$ leaves the elastic problem unchanged but would turn any sideways part of $\mathbf b$. The total strain is then $\varepsilon_\perp n_in_j$.

The isotropic free strain alone would correspond to a stress $(C_{11}+2C_{12})e$ on any plane. The strain $\varepsilon_\perp n_in_j$ gives a normal stress $M_n\varepsilon_\perp$, with
\begin{equation}
M_n=\sum_{ijkl}C_{ijkl}n_in_jn_kn_l
=C_{11}\sum_i n_i^4+2(C_{12}+2C_{44})\sum_{i<j}n_i^2n_j^2 .
\end{equation}
A force-free surface requires the two to be equal:
\begin{equation}
\varepsilon_\perp=\frac{C_{11}+2C_{12}}{M_n}\,e .
\end{equation}
For [001], $M_n=C_{11}$ and (\ref{main}) returns. For [110], $M_n=(C_{11}+C_{12}+2C_{44})/2=195$ GPa and the factor is $294/195=1.51$. For [111], $M_n=(C_{11}+2C_{12}+4C_{44})/3=205$ GPa and the factor is 1.44. Silicon is stiffer along these normals, so the same defects push the planes apart less. The value 1.77 belongs to (001).

\subsection{Partial relaxation}

Suppose the layer has an in-plane total strain $p$ instead of zero. The in-plane elastic strain is then $p-e$, and $\sigma_{zz}=0$ gives
\begin{equation}
\varepsilon_{zz}=e+\frac{2C_{12}}{C_{11}}(e-p).
\label{partial}
\end{equation}
At $p=0$ this is the clamped result, and at $p=e$ the layer is free and $\varepsilon_{zz}=e$. A reflection from planes parallel to the surface cannot separate $e$ from $p$. Planes inclined to the surface also respond to the in-plane spacing and supply the second equation.

\section{Reading the measured peak}

The 004 spacing of the substrate is $d_S=0.54310/4=0.13578$ nm. Bragg's law, $\lambda=2d\sin\theta$, gives $\theta_S=34.5645^\circ$, so the layer peak is at $\theta_L=34.4845^\circ$. Since the wavelength is the same for both,
\begin{equation}
\varepsilon_\perp=\frac{\sin\theta_S}{\sin\theta_L}-1=2.03\times10^{-3}.
\end{equation}
For small shifts, differentiating Bragg's law gives $\theta_L-\theta_S\approx-\varepsilon_\perp\tan\theta_S$, which yields the same value to three digits.

This reading takes the maximum of the layer peak as the Bragg angle of the layer. For a 300 nm slab with a sharp interface, interference with the tail of the substrate peak pulls the maximum about 2 arcsec towards the substrate, in a kinematic sum over the planes of both. The strain read from the maximum is then about 0.8 percent too small. This figure assumes that the planes of the layer scatter as strongly as those of the substrate. If disorder halves the amplitude scattered by each plane of the layer, the pull doubles to about 4 arcsec, and for a layer half as thick it is about four times larger. The digits below follow from the simple reading; a fit of the whole diffraction curve includes the interference.

The free strain follows from (\ref{main}):
\begin{equation}
e=\frac{2.032\times10^{-3}}{1.771}=1.15\times10^{-3}.
\end{equation}
The remaining $0.88\times10^{-3}$ of the X-ray strain is elastic. If the layer could be cut free, its peak would lie 163 arcsec below the substrate peak instead of 288 arcsec.

The modulus in (\ref{stress}) is $102\times294/166=181$ GPa, so the in-plane stress is $-207$ MPa, a compression.

By (\ref{volume}), the net relaxation volume is $nV=3e=3.4\times10^{-3}$ of the layer volume. Silicon has 8 atoms per cubic cell, or $4.99\times10^{22}$ atoms per cm$^3$. The defects therefore swell the free crystal by the equivalent of $1.7\times10^{20}$ atomic volumes per cm$^3$. Treating the X-ray strain as the free strain would give $6.1\times10^{-3}$ for the volume fraction, 77 percent too much.

This volume is not a count of defects. Defects that expand the lattice and defects that contract it enter $nV$ with opposite signs. If annealing halves the strain $\varepsilon_\perp$ of a layer that stays clamped, with unchanged moduli, it has halved the net relaxation volume; the number of defects may have changed by another factor.

\section{What moves the factor}

\emph{Elastic constants.} Errors of 1 GPa in $C_{11}$ and $C_{12}$, taken in opposite directions, move the factor between 1.754 and 1.788, about 1 percent either way.

\emph{Softening by damage.} The ratio $C_{12}/C_{11}$ in (\ref{main}) belongs to the damaged layer. A common percentage loss in both constants leaves the factor unchanged. As an illustration, take a periodic 64-atom silicon crystal with springs that resist changes of bond lengths and bond angles, their strengths set to reproduce $C_{11}$ and $C_{12}$. Halve the springs of the four bonds of one atom and of the six angles centred on it, and let all atoms relax numerically. The constants fall to about 163 and 62 GPa, and the factor to 1.76. If the angles at neighbouring atoms that involve this atom are softened as well, the factor rises slightly instead, to 1.775. Even the sign of the change thus depends on the kind of damage, and real defects may change the ratio differently.

\emph{Unequal free strains.} If the defects are not isotropic on average, the condition $\sigma_{zz}=0$ reads $C_{11}(\varepsilon_{zz}-e_{zz})-C_{12}(e_{xx}+e_{yy})=0$, so
\begin{equation}
\varepsilon_\perp=e_{zz}+\frac{C_{12}}{C_{11}}(e_{xx}+e_{yy}).
\end{equation}
With $e_{zz}$ 10 percent above the mean free strain and $e_{xx}$, $e_{yy}$ each 5 percent below it, the factor relative to the mean is $1.10+0.3855\times1.90=1.83$, an increase of 3.5 percent.

\emph{Wafer bending.} The compressed layer bends the wafer. Let the in-plane strain be $e_0+\kappa z$, with $z$ measured from mid-plane, and use one in-plane modulus throughout. For $h\ll H$, zero net force gives $e_0H=he$, and zero net moment gives $\kappa H^3/12=heH/2$. The strain at the layer is
\begin{equation}
p=e_0+\frac{\kappa H}{2}=\frac{he}{H}+\frac{3he}{H}=\frac{4he}{H}\approx1.7\times10^{-3}\,e .
\end{equation}
By (\ref{partial}) this lowers the absolute normal strain of the layer by 0.07 percent. The substrate next to the interface has the same $p$ and no free strain, so its normal strain is $-2C_{12}p/C_{11}$. In the difference between layer and adjacent substrate, $p$ cancels. The radius of curvature is $1/\kappa=H^2/(6he)\approx255$ m.

\emph{Miscut.} Let the surface normal be tilted by $\varphi=0.5^\circ$ from [001]. The displacement $\mathbf b(\mathbf n\cdot\mathbf x)$ changes the reciprocal vector $\mathbf G$ of the (001) planes by $-\mathbf n(\mathbf b\cdot\mathbf G)$ to first order. This vector lies along $\mathbf n$, not along $\mathbf G$, so the layer planes tilt by about $\varepsilon_\perp\tan\varphi$, here 3.7 arcsec. When the tilt lies in the diffraction plane, it shifts the layer peak in a rocking curve by 1.3 percent of the 288 arcsec separation. Turning the wafer by $180^\circ$ about its normal reverses the sign, and the mean of the two readings removes the shift to first order.

\section{The model beside a real implant}

A strain of roughly $10^{-3}$ is in the usual range for silicon implanted below amorphization, and the layer and wafer thicknesses are ordinary. The assumption that a real implant breaks most plainly is the uniform slab: damage varies with depth. The diffraction curve then contains a range of strains with interference between depths, and a strain profile has to be fitted to it. The factor of 1.77 still applies at each depth, but integrated quantities change. With no lattice planes added or removed, the slab raises the surface by $\varepsilon_\perp h=0.61$ nm. A profile falling linearly from the same maximum to zero over the same depth would raise it by half as much.

The conversion itself fails where the layer has turned amorphous, since there are then no lattice planes to measure, and where dislocations have relaxed the in-plane strain. In the second case (\ref{partial}) replaces (\ref{main}), and the factor falls towards 1 as $p$ approaches $e$.

All numerical values are calculated from the stated model.
